# Output current of a nondegenerate ballistic transistor at fixed barrier-top charge, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two streams to the output curve

### A number to explain

A model transistor with a monolayer MoS2 channel, at 300 K and free of scattering, carries 54.7 µA per micrometre of width at a drain voltage of 25 mV. At large drain voltage, with the same electron density at the top of its potential barrier, it carries 121.9 µA/µm. The ratio is 0.449.

A quick estimate gives something else. The drain voltage weakens the stream of electrons coming back from the drain by a Boltzmann factor. The thermal voltage is 25.85 mV, so the factor is $e^{-25/25.85}=0.380$. If the source stream were unaffected, the current would be $1-0.380=0.620$ of its final value. The actual fraction is smaller by the factor $0.449/0.620=0.72$, and the task is to find where this factor comes from.

### Simplest case: two streams with one speed

Let $x$ run from source to drain. Electrons travelling towards the drain have sheet density $n_+$, those travelling towards the source $n_-$, and for the moment all have the same speed $v$. Both densities are taken at one place, the highest point of the potential energy between the contacts, called the barrier top. The total density there is

$$n=n_++n_- .$$

With $q>0$ the elementary charge and $W$ the width, the magnitude of the current is

$$I=Wqv\,(n_+-n_-).$$

Electrons are negative, so a net electron flow from source to drain is a conventional current from drain to source. That direction is counted as positive.

Let $r=n_-/n_+$. Then $n=n_+(1+r)$ and $n_+-n_-=n_+(1-r)$. Dividing the second by the first removes $n_+$:

$$I=Wqnv\,\frac{1-r}{1+r}.$$

Two limits check this. For $r=1$ the streams cancel and $I=0$. For $r=0$ every electron at the barrier top moves towards the drain and $I=Wqnv$, the largest value that this density and speed allow.

The denominator answers the opening question in outline. With $r=0.380$ it is $1.380$, and $0.620/1.380=0.449$. When the returning stream weakens while the total density is held, the forward stream must grow to make up the loss. At 25 mV it has not yet grown to its final size, so the current is a smaller fraction of its final value than $1-r$.

Two things remain to be shown: that $r$ is a Boltzmann factor, and that thermal electrons, which have many speeds, can be described by a single $v$.

### What fills each stream

The assumptions are these.

1. Source and drain are large reservoirs, each in equilibrium at the same temperature $T$.
2. Electrons do not scatter between them.
3. The potential energy depends on $x$ alone and has a single maximum.
4. Motion is classical: an electron passes if its energy of motion along $x$ lifts it over the maximum, and otherwise turns back.

Take an electron at the barrier top moving towards the drain and follow its path backwards in time. Its total energy is conserved. So is its transverse wave number $k_y$, because there is no force along $y$. Everywhere on the source side the potential energy is lower than at the top, so its kinetic energy along $x$ was larger there. It never had a turning point, and its path leads back to the source. Without scattering, the occupation of a state is carried unchanged along such a path. Electrons moving towards the drain therefore carry the occupation set by the source Fermi level $\mu_S$. By the same argument, electrons moving towards the source carry the occupation set by the drain.

A positive drain voltage $V$ lowers electron energies in the drain, so its Fermi level is $\mu_S-qV$. Define

$$\eta=\frac{\mu_S-E_{\rm top}}{kT},\qquad u=\frac{qV}{kT},$$

where $E_{\rm top}$ is the band edge at the barrier top. An electron there has kinetic energy

$$E=\frac{\hbar^2k_x^2}{2m_x}+\frac{\hbar^2k_y^2}{2m_y},$$

with constant masses $m_x$ along the current and $m_y$ across it.

The gas is called nondegenerate when all occupations are much smaller than one. The Fermi function then reduces to its Boltzmann form, and

$$f_+=e^{\eta-E/kT},\qquad f_-=e^{\eta-u-E/kT}=e^{-u}f_+ .$$

At every energy the returning stream is the forward stream times the same number, $e^{-u}$. This proportionality, which belongs to Boltzmann statistics, is what will make the result so simple.

### Counting the electrons

Each area $dk_x\,dk_y$ of wave-number space holds $g\,dk_x\,dk_y/(2\pi)^2$ states per unit area of channel, where $g$ counts spin and equivalent valleys. Forward electrons have $k_x>0$ and any $k_y$:

$$n_+=\frac{g\,e^{\eta}}{4\pi^2}\,X\,Y,$$

$$X=\int_0^\infty e^{-\hbar^2k_x^2/2m_xkT}\,dk_x=\frac12\,\frac{\sqrt{2\pi m_xkT}}{\hbar},$$

$$Y=\int_{-\infty}^{\infty}e^{-\hbar^2k_y^2/2m_ykT}\,dk_y=\frac{\sqrt{2\pi m_ykT}}{\hbar}.$$

Both use $\int_{-\infty}^{\infty}e^{-ak^2}dk=\sqrt{\pi/a}$ with $a=\hbar^2/2mkT$. The factor $\tfrac12$ in $X$ appears because half the line is covered. The product is

$$XY=\frac{\pi\sqrt{m_xm_y}\,kT}{\hbar^2},$$

so that

$$n_+=\frac N2\,e^\eta,\qquad N=\frac{g\sqrt{m_xm_y}\,kT}{2\pi\hbar^2}.$$

The half belongs to one direction of motion. At $V=0$ both directions are filled alike and the total is $n=Ne^\eta$. For the returning stream,

$$n_-=\frac N2\,e^{\eta-u}=e^{-u}n_+ .$$

The ratio of the simple case is therefore $r=e^{-u}$.

### The speed that replaces $v$

The forward flux, in electrons per unit width and time, weights each state by its velocity $\hbar k_x/m_x$:

$$\Phi_+=\frac{g\,e^\eta}{4\pi^2}\,Y\int_0^\infty\frac{\hbar k_x}{m_x}\,e^{-\hbar^2k_x^2/2m_xkT}\,dk_x .$$

Substitute $\epsilon=\hbar^2k_x^2/2m_x$. Then $d\epsilon=(\hbar^2k_x/m_x)\,dk_x$, so $(\hbar k_x/m_x)\,dk_x=d\epsilon/\hbar$, and the integral is

$$\frac1\hbar\int_0^\infty e^{-\epsilon/kT}\,d\epsilon=\frac{kT}{\hbar}.$$

Divide flux by density. The factors $g$, $e^\eta$ and $Y$ cancel:

$$v_T=\frac{\Phi_+}{n_+}=\frac{kT/\hbar}{X}=\frac{2kT}{\sqrt{2\pi m_xkT}}=\sqrt{\frac{2kT}{\pi m_x}} .$$

This is the mean velocity along $x$ of electrons that all move forward. The transverse mass has dropped out with $Y$. So has $\eta$, which means that filling the stream more does not make it faster as long as the gas is nondegenerate. The returning stream has the same distribution apart from a constant factor, and hence the same mean speed.

For the MoS2 example I take the rough mass $m_x=m_y=0.50$ electron masses. At 300 K this gives $v_T=7.61\times10^6$ cm/s.

### The output current

The simple formula now holds for thermal electrons, with $v=v_T$ and $r=e^{-u}$:

$$I=Wqnv_T\,\frac{1-e^{-u}}{1+e^{-u}} .$$

Multiply numerator and denominator by $e^{u/2}$:

$$\frac{1-e^{-u}}{1+e^{-u}}=\frac{e^{u/2}-e^{-u/2}}{e^{u/2}+e^{-u/2}}=\tanh\frac u2 .$$

As $V\to\infty$ the hyperbolic tangent tends to one, which identifies the prefactor as the saturation current at this density:

$$\boxed{\,I=I_{\rm sat}\tanh\frac{qV}{2kT},\qquad I_{\rm sat}=Wqnv_T\,}$$

Here $n$ is the total density at the barrier top, both directions included, and it has the same value at every $V$. No channel length appears, because an electron that does not scatter has no way to register the distance.

I tested the law by integrating the Boltzmann occupations numerically over the two-dimensional wave-number plane, with the barrier adjusted at each voltage until the density had its prescribed value. The masses were unequal, 0.3 along and 0.8 across, at 250 K and $3\times10^{11}$ cm$^{-2}$. For six values of $u$ between 0.01 and 20 the largest relative difference from the formula was $4.9\times10^{-14}$. This confirms the integrals, the role of $m_x$ and the elimination of the barrier height. It does not test the assumptions about reservoirs and scattering, which both sides share.

### What holding the charge does to the barrier

From $n=n_+(1+e^{-u})$ and $n_+=(N/2)e^\eta$,

$$e^\eta=\frac{2n}{N}\,\frac1{1+e^{-u}} .$$

At $V=0$ the right-hand side is $n/N$. Dividing by that value and taking the logarithm gives

$$\eta(u)-\eta(0)=\ln\frac{2}{1+e^{-u}} .$$

A larger $\eta$ means a lower barrier relative to the source Fermi level. The barrier therefore falls by $kT\ln[2/(1+e^{-u})]$ as the drain voltage rises. The fall tends to $kT\ln2$, which is 17.9 meV at 300 K. Over this range the forward density grows from $n/2$ to $n$.

Compare a barrier held at its zero-voltage height. Then $n_+$ stays at $n_0/2$, where $n_0$ is the density at $V=0$, and

$$I=\frac{Wqn_0v_T}{2}\,(1-e^{-u}),\qquad n=\frac{n_0}{2}\,(1+e^{-u}).$$

This is the quick estimate from the beginning. It describes a different experiment, in which half of the barrier-top charge is lost and the current saturates at half the value reached with the charge held. The same numerical integration, with the barrier fixed, reproduced the voltage dependence of both expressions at the six voltages. The differences were below $10^{-9}$ of the saturation current for the current and below $10^{-9}$ of $n_0$ for the density.

The two curves start with the same slope. For small $u$,

$$\tanh\frac u2=\frac u2-\frac{u^3}{24}+\dots,\qquad \frac{1-e^{-u}}2=\frac u2-\frac{u^2}4+\dots$$

At fixed charge there is no quadratic term. The reason is symmetry: if the density at the top is the same, exchanging the roles of the contacts reverses the current and leaves its size unchanged, so $I$ is odd in $V$. A barrier tied to the source Fermi level breaks this symmetry.

### Limits of the output curve

At low bias $\tanh(u/2)\approx u/2$, and the conductance is

$$G=\frac IV=\frac{I_{\rm sat}}{V}\,\frac{qV}{2kT}=\frac{Wq^2nv_T}{2kT}.$$

A device without scattering thus has a finite resistance. Since $v_T\propto\sqrt T$, heating at fixed $n$ lowers this conductance as $1/\sqrt T$ while it raises the saturation current as $\sqrt T$.

At high bias the missing part of the current is

$$1-\tanh\frac u2=\frac{2e^{-u}}{1+e^{-u}}\approx2e^{-u}.$$

One factor $e^{-u}$ is the current still carried back. The other is the part of the fixed density that the returning electrons occupy and the forward stream cannot use.

To find the voltage for a fraction $f$ of saturation, solve $f=(1-r)/(1+r)$ for $r$. This gives $f+fr=1-r$, hence $r=(1-f)/(1+f)$. With $r=e^{-u}$,

$$V_f=\frac{kT}{q}\ln\frac{1+f}{1-f}.$$

For 90 percent the logarithm is $\ln19=2.944$ and $V_f=76$ mV. For 99 percent it is $\ln199=5.293$ and $V_f=137$ mV. In this model the voltage scale of saturation is thermal and contains neither the mass, nor the density, nor the length.

## Second half: the MoS2 example and the limits of the law

### Symbols and results carried over

The total electron density at the barrier top is $n$, and $u=qV/kT$. The quantity $\eta$ is the source Fermi level minus the barrier top, divided by $kT$. Forward and returning streams have densities $n_+=(N/2)e^\eta$ and $n_-=e^{-u}n_+$, with $N=g\sqrt{m_xm_y}\,kT/2\pi\hbar^2$. Both have mean speed $v_T=\sqrt{2kT/\pi m_x}$. At fixed $n$, without scattering and with Boltzmann occupations,

$$I=I_{\rm sat}\tanh(u/2),\qquad I_{\rm sat}=Wqnv_T .$$

### The numbers

The channel is 10 nm long and the barrier-top density is $1.0\times10^{12}$ cm$^{-2}=1.0\times10^{16}$ m$^{-2}$. With $v_T=7.61\times10^4$ m/s,

$$\frac{I_{\rm sat}}W=(1.602\times10^{-19})(1.0\times10^{16})(7.61\times10^4)\ {\rm A/m}=121.9\ {\rm A/m},$$

which is 121.9 µA/µm. At 50 mV the curve has reached 0.747 of this, at 100 mV 0.959, and at 200 mV 0.999. The low-bias resistance times width is

$$\frac{2kT/q}{I_{\rm sat}/W}=\frac{51.70\ {\rm mV}}{121.9\ \mu{\rm A}/\mu{\rm m}}=424\ \Omega\,\mu{\rm m}.$$

Several of the assumptions are now relaxed in turn. The resulting factors are separate estimates and should not be multiplied together.

For classical electrons that do not scatter and follow Boltzmann statistics, the current at fixed barrier-top density is $I=I_{\rm sat}\tanh(qV/2kT)$, with a saturation value of 121.9 µA/µm in the MoS2 example. It remains to estimate how far Fermi statistics, scattering, a fixed gate voltage, tunnelling and reflection, and the contacts change this result.

Numerical values quoted here were computed with a short program.
